# Equilibrium antisite disorder in an ordered intermetallic conductor: test program

```python
# Result under test: in a stoichiometric ordered AB compound with pair energy E
# and pair entropy S = 0, the antisite fraction x on each sublattice obeys
# x/(1-x) = exp(-E/(2 k T)); for E = 1 eV and T = 700 K, x is about 2.5e-4.
# Symbols: k Boltzmann constant, T temperature, z = exp(-E/(2 k T)),
# y_A fraction of beta sites holding A, y_B fraction of alpha sites holding B,
# v fraction of vacant alpha sites, delta excess of the A atomic fraction over 1/2.
# Energies are in eV and temperatures in K.
from itertools import combinations, product
from math import comb, exp, sqrt
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.optimize import brentq
from scipy.special import gammaln

k_B = constants.k / constants.e
pair_energy = 1.0
temperature = 700.0
kT = k_B * temperature
z = exp(-pair_energy / (2 * kT))
x = z / (1 + z)
pair_product = exp(-pair_energy / kT)

# Count arrangements of a small crystal by listing every one of them.
small_N = 4
tally = [0] * (small_N + 1)
for A_sites in combinations(range(2 * small_N), small_N):
    A_on_beta = sum(site >= small_N for site in A_sites)
    B_on_alpha = small_N - sum(site < small_N for site in A_sites)
    assert A_on_beta == B_on_alpha
    tally[A_on_beta] += 1
assert tally == [comb(small_N, n)**2 for n in range(small_N + 1)]


def canonical_fractions(N, excess):
    """Mean y_A and y_B from the canonical sum, with excess = n_A - n_B."""
    n_B = np.arange(0, 60001, dtype=float)
    n_A = n_B + excess
    log_weight = -n_B * pair_energy / kT
    for n in (n_A, n_B):
        log_weight += gammaln(N + 1) - gammaln(n + 1) - gammaln(N - n + 1)
    weight = np.exp(log_weight - log_weight.max())
    mean_B = np.sum(n_B * weight) / np.sum(weight)
    return (mean_B + excess) / N, mean_B / N


big_N = 10**8
x_sum, x_sum_B = canonical_fractions(big_N, 0)
# The finite crystal differs by about 1/(4 N x), near 1e-5.
assert abs(x_sum / x - 1) < 3e-5
assert 2.45e-4 < x_sum < 2.55e-4

# Composition error: the dilute formula omits factors (1-y), near 0.2 percent.
delta = 0.001
y_A_off = delta + sqrt(delta**2 + pair_product)
y_B_off = pair_product / y_A_off
sum_A, sum_B = canonical_fractions(big_N, round(2 * delta * big_N))
assert abs(y_A_off / sum_A - 1) < 5e-3
assert abs(y_B_off / sum_B - 1) < 5e-3

# Nearest-neighbour bonds on a periodic B2 lattice; 1 means A and 0 means B.
bond_AA, bond_BB = -0.30, -0.20
bond_AB = (bond_AA + bond_BB - pair_energy / 8) / 2


def lattice_energy(alpha, beta):
    energy = 0.0
    for shift in product((0, 1), repeat=3):
        number_A = alpha + np.roll(beta, shift, axis=(0, 1, 2))
        energy += np.choose(number_A, [bond_BB, bond_AB, bond_AA]).sum()
    return energy


def swap_cost(beta_site):
    alpha = np.ones((4, 4, 4), dtype=int)
    beta = np.zeros((4, 4, 4), dtype=int)
    start = lattice_energy(alpha, beta)
    alpha[0, 0, 0] = 0
    beta[beta_site] = 1
    return lattice_energy(alpha, beta) - start


far_cost = swap_cost((1, 1, 1))
near_cost = swap_cost((0, 0, 0))
binding = pair_energy / 8
assert abs(far_cost - pair_energy) < 1e-10
assert abs(far_cost - near_cost - binding) < 1e-10

# In the 16-site periodic B2 cell every alpha site neighbours every beta site.
# The cutoff keeps the ordered phase and removes its fully swapped twin.
x_bound = z + z**2 * (8 * (exp(binding / kT) - 1) - 1)
norm = wrong = 0.0
for a in range(9):
    for b in range(9 - a):
        weight = comb(8, a) * comb(8, b) * z**(a + b) * exp(a * b * binding / kT)
        norm += weight
        wrong += a * weight
x_cell = wrong / (8 * norm)
# Omitted third-order terms are a few parts in ten thousand.
assert abs(x_bound / x_cell - 1) < 1e-3
assert x_cell / x - 1 > 0.005

# Vacancies: mass action against direct stationarity of the dilute free energy.
triple_energy = 2.0
triple_product = exp(-triple_energy / kT)
y_A_vac = brentq(
    lambda y: y - pair_product / y - 0.5 * sqrt(triple_product / y),
    1e-5, 1e-2, xtol=1e-18)
v = sqrt(triple_product / y_A_vac)
y_B_vac = pair_product / y_A_vac
mp.mp.dps = 30
energy_A = energy_B = pair_energy / 2
energy_v = (triple_energy - energy_A) / 2


def dilute_free_energy(log_B, log_v):
    c_B, c_v = mp.exp(log_B), mp.exp(log_v)
    c_A = c_B + c_v / 2
    terms = ((c_A, energy_A), (c_B, energy_B), (c_v, energy_v))
    return sum(c * (e / kT + mp.log(c) - 1) for c, e in terms)


stationary = mp.findroot(
    [lambda p, q: mp.diff(dilute_free_energy, (p, q), (1, 0)) / mp.exp(p),
     lambda p, q: mp.diff(dilute_free_energy, (p, q), (0, 1)) / mp.exp(q)],
    (mp.log(2.5e-4), mp.log(4e-6)), tol=1e-20)
assert abs(float(mp.exp(stationary[0])) / y_B_vac - 1) < 1e-6
assert abs(float(mp.exp(stationary[1])) / v - 1) < 1e-6

# Order-of-magnitude jump times for an assumed effective exchange barrier.
barrier, attempt_rate, use_temperature = 2.0, 1e13, 400.0
time_anneal = exp(barrier / kT) / attempt_rate
time_use = exp(barrier / (k_B * use_temperature)) / attempt_rate
x_use = 1 / (1 + exp(pair_energy / (2 * k_B * use_temperature)))

print(f"Antisite-pair energy E: {pair_energy:.2f} eV")
print(f"Anneal temperature: {temperature:.0f} K")
print(f"Boltzmann constant: {k_B:.6e} eV/K")
print(f"kT at anneal: {kT:.6f} eV")
print(f"E/(2kT): {pair_energy / (2 * kT):.4f} (dimensionless)")
print(f"z = exp(-E/(2kT)): {z:.5e} (dimensionless)")
print(f"Antisite fraction x per sublattice: {x:.5e} (dimensionless)")
print(f"Same as percentage of sites: {100 * x:.4f} %")
print(f"One antisite per this many sites: {1 / x:.0f} sites")
print(f"Product exp(-E/kT): {pair_product:.4e} (dimensionless)")
print(f"Canonical-sum crystal: {big_N:.1e} sites per sublattice")
print(f"Canonical-sum fraction: {x_sum:.5e} (dimensionless)")
for energy in (0.9, 1.1):
    value = 1 / (1 + exp(energy / (2 * kT)))
    print(f"x for E = {energy:.1f} eV: {value:.3e} (dimensionless)")
entropy = 2.0
z_entropy = z * exp(entropy / 2)
print(f"x for S = {entropy:.0f} k: {z_entropy / (1 + z_entropy):.3e} (dimensionless)")
print(f"Composition excess delta: {100 * delta:.2f} at.%")
print(f"y_A with this excess: {y_A_off:.4e} (dimensionless)")
print(f"y_B with this excess: {y_B_off:.4e} (dimensionless)")
print(f"Ratio y_A to stoichiometric x: {y_A_off / x:.2f} (dimensionless)")
print(f"Separated-pair cost, bond model: {far_cost:.3f} eV")
print(f"Adjacent-pair cost, bond model: {near_cost:.3f} eV")
print(f"Pair binding: {binding:.3f} eV")
print(f"x with binding, leading correction: {x_bound:.4e} (dimensionless)")
print(f"x with binding, small-cell sum: {x_cell:.4e} (dimensionless)")
print(f"Increase of x by binding: {100 * (x_bound / x - 1):.2f} %")
print(f"Triple-defect energy: {triple_energy:.2f} eV")
print(f"Alpha vacancy fraction v: {v:.3e} (dimensionless)")
print(f"y_A with vacancies: {y_A_vac:.4e} (dimensionless)")
print(f"y_B with vacancies: {y_B_vac:.4e} (dimensionless)")
print(f"Shift of y_A by vacancies: {100 * (y_A_vac / z - 1):.2f} %")
print(f"Assumed exchange barrier: {barrier:.2f} eV")
print(f"Assumed attempt rate: {attempt_rate:.1e} 1/s")
print(f"Jump time at anneal: {time_anneal:.1f} s")
print(f"Use temperature: {use_temperature:.0f} K")
print(f"Jump time at use temperature: {time_use:.2e} s")
print(f"Equilibrium x at use temperature: {x_use:.2e} (dimensionless)")
print("done: every assertion held")
```

Output:

```
Antisite-pair energy E: 1.00 eV
Anneal temperature: 700 K
Boltzmann constant: 8.617333e-05 eV/K
kT at anneal: 0.060321 eV
E/(2kT): 8.2889 (dimensionless)
z = exp(-E/(2kT)): 2.51280e-04 (dimensionless)
Antisite fraction x per sublattice: 2.51217e-04 (dimensionless)
Same as percentage of sites: 0.0251 %
One antisite per this many sites: 3981 sites
Product exp(-E/kT): 6.3142e-08 (dimensionless)
Canonical-sum crystal: 1.0e+08 sites per sublattice
Canonical-sum fraction: 2.51215e-04 (dimensionless)
x for E = 0.9 eV: 5.753e-04 (dimensionless)
x for E = 1.1 eV: 1.097e-04 (dimensionless)
x for S = 2 k: 6.826e-04 (dimensionless)
Composition excess delta: 0.10 at.%
y_A with this excess: 2.0311e-03 (dimensionless)
y_B with this excess: 3.1088e-05 (dimensionless)
Ratio y_A to stoichiometric x: 8.08 (dimensionless)
Separated-pair cost, bond model: 1.000 eV
Adjacent-pair cost, bond model: 0.875 eV
Pair binding: 0.125 eV
x with binding, leading correction: 2.5472e-04 (dimensionless)
x with binding, small-cell sum: 2.5479e-04 (dimensionless)
Increase of x by binding: 1.40 %
Triple-defect energy: 2.00 eV
Alpha vacancy fraction v: 3.975e-06 (dimensionless)
y_A with vacancies: 2.5228e-04 (dimensionless)
y_B with vacancies: 2.5029e-04 (dimensionless)
Shift of y_A by vacancies: 0.40 %
Assumed exchange barrier: 2.00 eV
Assumed attempt rate: 1.0e+13 1/s
Jump time at anneal: 25.1 s
Use temperature: 400 K
Jump time at use temperature: 1.58e+12 s
Equilibrium x at use temperature: 5.02e-07 (dimensionless)
done: every assertion held
```
